# Inverse-logarithmic plasma oxidation from ion hopping at fixed potential

A simulation of an atomic layer process needs a rule that turns plasma exposure time into oxide thickness. Two decisions hang on its form: which curve to extrapolate beyond the measured exposures, and whether the slope of that curve may be converted directly into a potential. For field-assisted hopping under a fixed Cabrera–Mott potential, with a barrier lowered in proportion to the field, the reciprocal thickness is nearly linear in the logarithm of time as long as the exposure is long compared with a time offset set by the starting thickness and the oxide is thin compared with $qaV/kT$, where $q$ is the ion charge, $a$ half the hop length and $V$ the potential. The magnitude of its slope is smaller than the limiting value $kT/(qaV)$, by about 11 % in the example below. A barrier top that moves with the field changes the slope by a similar amount in the other direction, so the slope alone does not give a reliable potential.

## Model and conventions

The oxide has thickness $X$. Electrons pass from the metal to oxygen on the outer surface until a potential difference $V$ is established. The surface is then negative, and the field, of magnitude $F=V/X$, drives positive metal ions outward. Charge inside the oxide is neglected for now, so the field is uniform.

An ion of charge $q$ moves in hops of length $2a$, with the barrier top half way. Its electrostatic energy falls by $qaF$ between the starting site and the top. An outward hop over a barrier $W_k$ therefore needs energy $W_k-qaF$, and an inward hop needs $W_k+qaF$. This linear lowering assumes that the top does not move. Define

$$s=\frac{qaF}{kT},\qquad A_k=\nu e^{-W_k/kT},$$

where $\nu$ is the attempt frequency. Plane 0 is the metal surface and plane $N$ the outer surface, so $X=2aN$. The areal density of mobile ions on plane $k$ is $n_k$.

Three more conditions are used. Hopping settles quickly compared with growth, oxygen is plentiful, and electron transfer is fast enough to hold $V$.

## Flux through the oxide

In a steady state the same net flux $J$ crosses every barrier:

$$J=A_k\left(n_k e^{s}-n_{k+1}e^{-s}\right),\qquad k=0,\dots,N-1 .$$

Put $n_k=m_k e^{2sk}$. The second term contains $e^{2s(k+1)-s}=e^{(2k+1)s}$, and so does the first. Hence

$$J=A_k e^{(2k+1)s}(m_k-m_{k+1}),\qquad
m_k-m_{k+1}=J\,\frac{e^{-(2k+1)s}}{A_k}.$$

Summing over $k$ cancels all intermediate $m_k$. With $m_0=n_0$ and $m_N=n_Ne^{-2sN}$,

$$J=\frac{n_0-n_Ne^{-2sN}}{\displaystyle\sum_{k=0}^{N-1}e^{-(2k+1)s}/A_k}. \tag{1}$$

The barriers act as resistances in series, each weighted by a factor that falls with distance from the metal. The exponent in the numerator is

$$2sN=\frac{2qa}{kT}\,\frac{V}{X}\,\frac{X}{2a}=\frac{qV}{kT},$$

which does not depend on thickness. Equation (1) was tested against a linear solution of the balance equations for 3, 6 and 11 hops with unequal barriers, $s$ from 0.2 to 2, and $n_N=0.4\,n_0$. The largest relative difference was $3.6\times10^{-15}$.

**High entry barrier.** Let the first barrier be $W$, with rate $A_0$, and let all others have the larger rate $A$. The geometric sum over the inner barriers is

$$\frac1A\sum_{k=1}^{N-1}e^{-(2k+1)s}
=\frac{e^{-3s}}{A}\,\frac{1-e^{-2s(N-1)}}{1-e^{-2s}}
<\frac{e^{-s}}{A\,(e^{2s}-1)} .$$

Relative to the entry term $e^{-s}/A_0$, this is less than $(A_0/A)/(e^{2s}-1)$. It is negligible if $A_0/A\ll e^{2s}-1$, which holds if the entry barrier is far enough above the others, or if $e^{2s}\gg1$. For $qV\gg kT$ the term in $n_N$ also drops out, unless $n_N$ is enormous compared with $n_0$. Then

$$J=A_0n_0e^{s}.$$

Each ion that arrives adds an oxide volume $\Omega$, so $dX/dt=\Omega J$. Writing $n_0=N_s$ for the density of ions able to enter,

$$\frac{dX}{dt}=u\,e^{X_1/X},\qquad
X_1=\frac{qaV}{kT},\qquad
u=N_s\Omega\nu e^{-W/kT}. \tag{2}$$

**Equal barriers.** If $A_k=A_0$ throughout, the full sum is

$$\frac{e^{-s}}{A_0}\,\frac{1-e^{-2sN}}{1-e^{-2s}}
=\frac{1-e^{-qV/kT}}{2A_0\sinh s},$$

because $e^{-s}/(1-e^{-2s})=1/(e^s-e^{-s})$. For $qV\gg kT$ this gives $dX/dt=2u\sinh(X_1/X)$. It agrees with (2) when $X\ll X_1$. In the opposite limit, $\sinh(X_1/X)\to X_1/X$ and $X\,dX=2uX_1\,dt$, which is parabolic growth, $X^2\simeq4uX_1t$. That limit needs a uniform field and a fixed $V$ at thicknesses above $X_1$. The example meets neither: with equal barriers and its $N_s$ the mobile charge exceeds the surface charge, and tunnelling cannot hold $V$ beyond a few nanometres if a net current flows.

## Integration and the meaning of self-limitation

Separating variables in (2) gives $u\,dt=e^{-X_1/X}dX$. To integrate, define

$$E_n(z)=\int_1^\infty y^{-n}e^{-zy}\,dy,\qquad z=\frac{X_1}{X}.$$

Integration by parts, with $y^{-n-1}$ integrated and the exponential differentiated, yields

$$nE_{n+1}(z)=e^{-z}-zE_n(z). \tag{3}$$

Also $dE_2/dz=-E_1$ and $dz/dX=-z/X$, so

$$\frac{d}{dX}\left[XE_2(X_1/X)\right]=E_2+X(-E_1)\left(-\frac zX\right)=E_2+zE_1=e^{-z},$$

the last step being (3) with $n=1$. The bracket is therefore the required integral. For a starting thickness $X_0$,

$$ut=XE_2(X_1/X)-X_0E_2(X_1/X_0). \tag{4}$$

The rate in (2) always exceeds $u>0$, so the model has no final thickness. Self-limitation here means a collapse of the rate. It also means loss of memory: differentiating (4) at fixed $t$ gives $e^{-X_1/X}dX=e^{-X_1/X_0}dX_0$, or

$$\frac{\partial X}{\partial X_0}=e^{-(X_1/X_0-X_1/X)} .$$

A variation in starting thickness is suppressed by the ratio of the final rate to the initial rate.

## The inverse-logarithmic law and its slope

Let $t_0=X_0E_2(X_1/X_0)/u$. This is the time that (2) would assign to growth from zero to $X_0$; it serves as a time offset even where (2) fails at small thickness. Then $u(t+t_0)=XE_2(z)$, and

$$\frac{d(1/X)}{d\ln(t+t_0)}
=-\frac{t+t_0}{X^2}\,\frac{dX}{dt}
=-\frac{XE_2(z)}{X^2}e^z
=-\frac{\varphi(z)}{X_1},\qquad
\varphi(z)=ze^zE_2(z). \tag{5}$$

Bounds on $\varphi$ follow from (3). Since $y^{-n}$ decreases with $n$ for $y>1$, we have $E_3<E_2<E_1$. Replacing $E_1$ by the smaller $E_2$ in $E_2=e^{-z}-zE_1$ gives $E_2<e^{-z}-zE_2$. Replacing $E_3$ by the larger $E_2$ in $2E_3=e^{-z}-zE_2$ gives $2E_2>e^{-z}-zE_2$. Together,

$$\frac{e^{-z}}{z+2}<E_2(z)<\frac{e^{-z}}{z+1},\qquad
\frac{z}{z+2}<\varphi(z)<\frac{z}{z+1}. \tag{6}$$

Thus $\varphi$ tends to 1 as $z$ grows, but slowly. Once $t\gg t_0$, a tangent at a reference time $t_r$, where the thickness is $X_r$ and $\varphi=\varphi_r$, gives

$$\frac1X\simeq A-B\ln t,\qquad
B=\frac{\varphi_r}{X_1},\qquad
A=\frac1{X_r}+B\ln t_r . \tag{7}$$

Here $A$ is an intercept, unrelated to the hopping rates, and $t$ is a number in the unit used for $t_r$.

The range of (7) follows from its curvature. Using $\varphi\simeq z/(z+2)$, whose derivative is $2/(z+2)^2$, and $dz/d\ln t=-\varphi$, we obtain

$$\frac{d^2(1/X)}{d(\ln t)^2}
=-\frac{1}{X_1}\frac{d\varphi}{dz}\frac{dz}{d\ln t}
\simeq\frac{2z}{X_1(z+2)^3}.$$

This is positive, so the tangent places $1/X$ too low and $X$ too high on both sides of $t_r$, provided $t\gg t_0$ over the whole range; if $t_0$ is not negligible the error can have the opposite sign. The small factor $(z+2)^{-3}$ makes the line useful over several decades. The line must not be continued to $\ln t=A/B$, where it predicts infinite thickness at a finite time.

**Explicit thickness.** When $t\gg t_0$, $ut=X_1E_2(z)/z$. With $E_2\simeq e^{-z}/(z+2)$ and $z(z+2)=(z+1)^2-1\simeq(z+1)^2$,

$$(z+1)^2e^{z+1}\simeq\frac{eX_1}{ut},$$

where $e$ is the base of natural logarithms. Taking the square root and halving gives

$$\frac{z+1}{2}\,e^{(z+1)/2}\simeq\frac12\sqrt{\frac{eX_1}{ut}} .$$

The Lambert function $W_L$ is defined by $W_L(x)e^{W_L(x)}=x$, hence

$$X\simeq\frac{X_1}{2W_L\!\left(\tfrac12\sqrt{eX_1/(ut)}\right)-1}. \tag{8}$$

## Implementation

For given $X_1$, $u$ and $X_0$, solve (4) for $X$ by bracketing; its right side increases steadily with $X$. Use (8) as a first guess when $t\gg t_0$. Since (2) depends on the present thickness alone, a change of temperature or potential between exposures is handled by restarting (4) from the thickness reached.

To recover $X_1$ from a measured slope $B$ at thickness $X_r$, write (5) as $BX_r=e^zE_2(z)$ and solve for $z$; then $X_1=zX_r$. The bounds (6) bracket the answer:

$$\frac1B-2X_r<X_1<\frac1B-X_r .$$

The lower bound is the closer one at large $z$. The slope must be taken against $\ln(t+t_0)$, or at $t\gg t_0$: with the parameters of the example below but $X_0=1.8$ nm, $t_0$ is 55 s, and the slope against $\ln t$ at 100 s would report 2.58 V instead of 1.60 V. If the barrier is lowered linearly, the result fixes the product $qaV$ at known $T$; the potential follows only if $q$ and $a$ are known separately. A moving barrier top biases the result and can put the true $X_1$ outside these bounds, as sized under "Barrier shape" below.

## Example: the oxidation half of an aluminium etching cycle

Consider aluminium in an oxygen plasma at 300 K, with 1 nm of oxide left by the preceding removal step. Rough typical parameters are $V=1.6$ V, $q=3e$ (now with $e$ the elementary charge), $a=0.15$ nm, $W=1.3$ eV, $N_s=10\ \mathrm{nm^{-2}}$, $\nu=10^{13}\ \mathrm{s^{-1}}$ and $\Omega=0.025\ \mathrm{nm^3}$. With $kT=0.02585$ eV,

$$X_1=\frac{3(0.15\ \mathrm{nm})(1.6\ \mathrm{eV})}{0.02585\ \mathrm{eV}}=27.85\ \mathrm{nm},\qquad
u=3.62\times10^{-10}\ \mathrm{nm/s}.$$

The solution of (4) is as follows.

| $t$ (s) | $X$ (nm) | $F$ (MV/cm) | $dX/dt$ (nm/s) |
|---:|---:|---:|---:|
| 1 | 1.460 | 10.96 | $7.0\times10^{-2}$ |
| 10 | 1.639 | 9.76 | $8.7\times10^{-3}$ |
| 100 | 1.865 | 8.58 | $1.1\times10^{-3}$ |
| 1000 | 2.158 | 7.41 | $1.5\times10^{-4}$ |
| 10000 | 2.551 | 6.27 | $2.0\times10^{-5}$ |

Four decimals are kept below where formulas are compared; the physical parameters do not justify them. At 100 s, $z=27.851/1.8649=14.93$ and $\varphi=0.8875$, between the bounds 0.8819 and 0.9372. Therefore

$$B=\frac{0.8875}{27.851}=0.03187\ \mathrm{nm^{-1}},\qquad
A=\frac1{1.8649}+0.03187\ln100=0.6830\ \mathrm{nm^{-1}}.$$

Direct integration of (2) gives the same slope to the digits shown. At 10000 s the line predicts $1/X=0.6830-0.03187(9.210)=0.3895\ \mathrm{nm^{-1}}$, or 2.57 nm, against 2.55 nm from (4). Its largest error between 1 s and 10000 s is 0.65 % of the thickness. A line in $X$ against $\ln t$, with the same value and slope at 100 s, errs by up to 7.2 %. The explicit law (8) gives 1.8661 nm at 100 s and 2.5546 nm at 10000 s, errors of 0.06 % and 0.14 %.

A straight-line fit of $1/X$ against $\ln t$ from 10 s to 1000 s, read as if $B=1/X_1$, reports 1.80 V instead of the 1.60 V put in. The corrected lower bound at 100 s is $1/0.03187-2(1.8649)=27.65$ nm, within 1 % of the true $X_1$.

Doubling the exposure from 100 s to 200 s adds 0.080 nm, or 4.3 %. The first-order estimate $BX_r^2\ln2$ gives 0.077 nm; it is low because $X^2$ rises during the second half.

With $V$ fixed from the first instant, the starting thickness is almost forgotten: $\partial X/\partial X_0=e^{-(27.85-14.93)}\approx2\times10^{-6}$ at 100 s. This value relies on very fast initial growth; a limited oxygen supply or field, sized below, makes it much larger. The metal consumed is a different matter. With a rough metal volume of $0.0166\ \mathrm{nm^3}$ per atom it is

$$(1.865-1.000)\,\frac{0.0166}{0.025}=0.574\ \mathrm{nm}.$$

With $V$ fixed, an error in $X_0$ enters this quantity almost in full, multiplied by $-0.664$; in the leakage case sized below the factor is about $-0.58$. For repeatable etching at fixed exposure, temperature and potential, the removal step must therefore leave a repeatable residual oxide.

## What the idealized law leaves out

**Barrier shape.** A moving barrier top can be sized with the energy $(W/2)[1-\cos(\pi x/a)]-qFx$. Its extrema satisfy $\sin(\pi x/a)=g$, with $g=2qaF/(\pi W)$. Subtracting the minimum from the maximum gives

$$W_{\rm eff}=W\sqrt{1-g^2}-qaF\left(1-\frac{2}{\pi}\arcsin g\right)
\simeq W-qaF+\frac{Wg^2}{2}.$$

In the expansion the square root supplies $-Wg^2/2$. The shift of the extrema supplies $qaF(2g/\pi)=Wg^2$, since $qaF=\pi Wg/2$. At 100 s the extra barrier is 0.023 eV, which multiplies the rate at that thickness by 0.41. Integrated over the whole exposure, the thickness becomes 1.74 nm, 6.5 % lower.

The slope changes too. The barrier now falls by only $1-(2/\pi)\arcsin g$ per unit of $qaF$, about 0.87 here, so the growth rate responds less strongly to thickness. At 100 s the slope $B$ becomes 0.0366 nm$^{-1}$, slightly above $1/X_1$. Inverting it through (5) would report 1.38 V instead of 1.60 V. Reading a straight-line fit as $B=1/X_1$ would report 1.57 V, but only because two errors nearly cancel. A potential taken from the slope therefore depends on the assumed barrier shape. Linear lowering has a hard limit in any case: $qaF=W$ at 0.554 nm, below which (2) has no activated meaning.

**Temperature.** Heating by 20 K, with $V$ and $W$ held fixed, raises the thickness at 100 s by 15.5 %, to 2.15 nm. The remaining barrier at 1.865 nm is $1.3-0.386=0.914$ eV. At that thickness the rate grows by

$$\exp\left[\frac{0.914}{0.02585}\left(1-\frac{300}{320}\right)\right]\approx9 .$$

Heating is thus worth nearly a decade of exposure, and at the stated parameters it is the largest single correction to the thickness. A field limited by leakage, sized below, can exceed it.

**Oxygen supply.** Equation (2) starts at $ue^{27.85}\approx450$ nm/s. Oxygen atoms at 1 mTorr with a reaction probability of 0.1 support only 8.5 nm/s. Early growth is therefore limited by supply. If the supply time is added to the transport time, the delay is 0.10 s and the thickness at 100 s falls by only $1\times10^{-4}$ nm. The sensitivity $\partial X/\partial X_0$ rises to about $1.3\times10^{-4}$, because the initial rate is much lower.

**Charge and transit in the oxide.** Away from the ends the mobile density is uniform, so $J=2An\sinh s$ and $n\simeq(A_0/A)N_s$ at high field. If inner barriers are 0.4 eV below the entry barrier and the relative permittivity is 9, the mobile charge is $8\times10^{-5}$ of the surface charge, 6.8 uC/cm2. With equal barriers and the same $N_s$ it would be larger by $e^{0.4/0.02585}\approx5\times10^6$, and the uniform field would fail. Transit takes $2.7\times10^{-4}$ s, against 271 s to grow one hop length, so steady hopping is justified in this example.

**Electron transfer.** A net plasma current density $j$ must tunnel through the oxide and shifts the potential by about $j/G$. For decay constant $\kappa$ and transverse wave number $k_\perp$, the conductance per area is estimated as

$$G=\frac{2e^2}{h}\int_0^\infty\frac{k_\perp dk_\perp}{2\pi}e^{-2X\sqrt{\kappa^2+k_\perp^2}}
=\frac{e^2}{\pi h}e^{-2\kappa X}\left(\frac{\kappa}{2X}+\frac1{4X^2}\right).$$

The substitution $w=\sqrt{\kappa^2+k_\perp^2}$, for which $k_\perp dk_\perp=w\,dw$, gives the integral. For a mean barrier of 2 eV, mass $0.4m_e$ and 1 mA/cm2, the shift is $2\times10^{-5}$ V at 100 s but 0.012 V at 10000 s. It reaches 1 % of $V$ at about 2.6 nm; this moves to 2.1 nm for a 3 eV barrier and to 3.4 nm for 1.5 eV with mass $0.3m_e$. Because $G$ falls exponentially, the fixed potential cannot be assumed much beyond that thickness if such a current flows.

**Comparison with real aluminium.** Oxides a few nanometres thick are the usual rough scale for aluminium oxidized near room temperature, and the calculated 1.5 to 2.6 nm lies there. This is a check of scale, since $W$, $a$ and $V$ are rough inputs. With $V$ fixed, the calculated field stays above 10 MV/cm, a rough breakdown value for alumina, for the first 6.3 s; leakage or damage could then lower $V$. If leakage held the field at 10 MV/cm, growth up to 1.6 nm would proceed at a constant $ue^{17.4}\approx0.013$ nm/s and take 46 s. The thickness at 100 s would be 1.81 nm, and $\partial X/\partial X_0$ would be about 0.13, so the starting thickness would not be forgotten. The slope against $\ln t$ at 100 s would be 0.053 nm$^{-1}$, which (5) would read as 0.90 V. The outcome depends strongly on the limiting field. With a limit of 9 MV/cm the thickness at 100 s would be 1.23 nm, 34 % lower than from (4); with 10 MV/cm and the moving barrier top together it would be 1.39 nm, 26 % lower. In both cases growth is still at constant rate at 100 s and $\partial X/\partial X_0=1$, so the metal consumed rises in proportion to the exposure and there is no self-limitation yet. Real plasmas also heat the film, which the 20 K estimate sizes. Energetic ions can displace atoms and mix the oxide, and oxygen ions may move as well as metal ions. Neither effect is included or sized, so (4) should be calibrated at the temperature and ion energy of use.

## Numbers as computed

```
temperature 300 K, kT 0.02585 eV, potential V 1.60 V
ion charge 3 e, half hop a 0.15 nm, entry barrier W 1.30 eV
N_s 10 nm^-2, nu 1.0e+13 s^-1, starting thickness X0 1.00 nm
volume per Al: oxide 0.0250 nm^3, metal 0.0166 nm^3
X1 27.851 nm, u 3.622e-10 nm/s, qV/kT 185.7
thickness where qaF equals W 0.554 nm
largest relative error of chain flux formula 3.6e-15
t 1 s: X 1.4602 nm, explicit law 1.4606 nm, z 19.07
   field 10.96 MV/cm, rate 6.96e-02 nm/s, Al consumed 0.306 nm
t 10 s: X 1.6391 nm, explicit law 1.6398 nm, z 16.99
   field 9.76 MV/cm, rate 8.67e-03 nm/s, Al consumed 0.424 nm
t 100 s: X 1.8649 nm, explicit law 1.8661 nm, z 14.93
   field 8.58 MV/cm, rate 1.11e-03 nm/s, Al consumed 0.574 nm
t 1000 s: X 2.1579 nm, explicit law 2.1598 nm, z 12.91
   field 7.41 MV/cm, rate 1.46e-04 nm/s, Al consumed 0.769 nm
t 10000 s: X 2.5511 nm, explicit law 2.5546 nm, z 10.92
   field 6.27 MV/cm, rate 2.00e-05 nm/s, Al consumed 1.030 nm
phi at 100 s 0.8875, bounds 0.8819 and 0.9372
slope B 0.03187 nm^-1, from rate equation 0.03187 nm^-1
1/X1 0.03591 nm^-1, intercept A (t in s) 0.68297 nm^-1
largest error 1 to 10000 s: inverse log 0.65 %, direct log 7.24 %
gain from 100 s to 200 s 0.0799 nm (4.29 %), formula 0.0768 nm
potential from naive fit, 10 to 1000 s 1.803 V
neglected effects, at 100 s unless stated:
barrier curvature: extra barrier 0.0233 eV, rate factor 0.406
   thickness with curved barrier 1.7439 nm (-6.49 %)
heating by 20 K: thickness 2.1543 nm (+15.52 %)
O atoms 1.0 mTorr, reaction probability 0.1: supply limit 8.45 nm/s
   supply delay 0.102 s, thickness change -1.1e-04 nm
interior barriers lower by 0.4 eV, eps_r 9: space charge/surface charge 8.3e-05
surface charge 6.84 uC/cm2
ion transit time 2.7e-04 s, time to grow one hop 270.7 s
time until field falls to rough breakdown 10 MV/cm: 6.31 s
tunnel barrier 2.0 eV, mass 0.4 m_e, net plasma current 1.0 mA/cm2
   potential shift at 100 s 1.7e-05 V, at 10000 s 1.2e-02 V
   thickness where the shift is 1 % of V 2.578 nm
```
